# Elastic repulsion of two adatoms as in-plane force dipoles

Take two adatoms on a tungsten surface, 0.948 nm apart, each pressing its surroundings outward with a force dipole of 5 eV. In an isotropic elastic model they repel with an energy of 3.4 meV. Yet the strain energy stored in the metal is 3.4 meV *lower* than for the same adatoms far apart. The theorem below gives the size of the repulsion, and its proof shows how both statements hold together.

## Setting and theorem

The solid fills $z>0$. It is homogeneous, isotropic and linearly elastic, with Young modulus $E$, Poisson ratio $\nu$ and shear modulus $\mu=E/[2(1+\nu)]$. Vectors $\mathbf r=(x,y)$ lie in the surface, and $a,b$ label in-plane components.

An adatom at the origin exerts on the solid the force per area

$$\mathbf f(\mathbf r)=-P\,\nabla\delta(\mathbf r).$$

Integration by parts gives $\int f_a x_b\,d^2r=P\delta_{ab}$. Thus $P$ is the moment *per axis*, $P=\sum F_xx=\sum F_yy$, and the trace of the moment is $2P$. The net force and torque vanish. Positive $P$ means outward pushing.

**Theorem.** Let two such dipoles, with $P$ independent of strain, be a distance $d$ apart, large compared with the arms of the real forces. The part of the total energy that depends on $d$ is

$$W(d)=\frac{P^2(1-\nu^2)}{\pi E d^3}.$$

It is positive for either sign of $P$, and the repulsive force is $-dW/dd=3W/d$.

## Lemma 1: energy at fixed forces

*Let $\mathbf u_1$ be the surface displacement caused by adatom 1. Then $W=-P\,\nabla\!\cdot\mathbf u_1$, taken at adatom 2.*

**Proof.** If the forces are raised slowly from zero, displacement grows in proportion to force, so the stored strain energy is $\tfrac12\int\mathbf f\cdot\mathbf u\,d^2r$. Fixed forces have potential energy $-\int\mathbf f\cdot\mathbf u\,d^2r$. The total is

$$E_{\rm tot}=-\tfrac12\int\mathbf f\cdot\mathbf u\,d^2r .$$

Insert $\mathbf f=\mathbf f_1+\mathbf f_2$ and $\mathbf u=\mathbf u_1+\mathbf u_2$. The terms with equal labels are self-energies, made finite by the real size of the adatom and independent of $d$. The two cross terms are equal by elastic reciprocity, so

$$W=-\int\mathbf f_2\cdot\mathbf u_1\,d^2r
=P\int\mathbf u_1\cdot\nabla\delta(\mathbf r-\mathbf d)\,d^2r
=-P\,\nabla\!\cdot\mathbf u_1(\mathbf d).\qquad\blacksquare$$

The cross term in the strain energy alone is $+\int\mathbf f_2\cdot\mathbf u_1=-W$, while that of the load is $-2\int\mathbf f_2\cdot\mathbf u_1=+2W$. This resolves the opening puzzle: on approach the solid relaxes by $W$, but the potential energy of the forces rises by $2W$.

## Lemma 2: response to a force wave

*A surface force $f e^{ikx}$ along the wavevector gives a parallel displacement $g_Lf/k$; a force across it gives $g_Tf/k$, with*

$$g_L=\frac{2(1-\nu^2)}{E},\qquad g_T=\frac{2(1+\nu)}{E}.$$

**Proof.** For the first case put $e=e^{-kz+ikx}$ and try

$$u_x=(a+bz)e,\qquad u_z=i(c+bz)e .$$

Equilibrium requires $(1-2\nu)\nabla^2\mathbf u+\nabla\Delta=0$, where $\Delta=\nabla\cdot\mathbf u$. Since $\nabla^2e=0$, we have $\nabla^2(ze)=2\partial_ze=-2ke$. The terms in $z$ cancel in

$$\Delta=ik(a+bz)e+i[b-k(c+bz)]e=i[k(a-c)+b]e .$$

The $x$ equation becomes

$$-2(1-2\nu)kb-k[k(a-c)+b]=0
\;\Rightarrow\; k(a-c)=-(3-4\nu)b .$$

The $z$ equation is the same condition multiplied by $i$. Hence $\Delta=-2i(1-2\nu)be$.

No normal force acts at $z=0$:

$$\sigma_{zz}=2\mu\left[\frac{\nu}{1-2\nu}\Delta+\partial_zu_z\right]
=2\mu i\,[-2\nu b+b-kc]\,e^{ikx}=0,$$

so $kc=(1-2\nu)b$. Then $ka=kc-(3-4\nu)b=-2(1-\nu)b$. The shear stress at the surface is

$$\sigma_{xz}=\mu(\partial_zu_x+iku_z)=\mu(b-ka-kc)e^{ikx}
=\mu[1+2(1-\nu)-(1-2\nu)]b\,e^{ikx}=2\mu b\,e^{ikx}.$$

The outward normal points along $-z$, so the applied force is $f=-2\mu b=\mu ka/(1-\nu)$. Therefore $a=(1-\nu)f/(\mu k)=2(1-\nu^2)f/(Ek)$.

For a force across the wavevector, $u_y=a\,e$ has zero divergence and zero Laplacian, so it is in equilibrium. Its load is $f=-\mu\partial_zu_y=\mu ka$, giving $g_T=1/\mu$. $\blacksquare$

## Lemma 3: return to real space

*Let $h(\varphi)$ depend on the direction $\varphi$ of $\mathbf k$, with $h(\varphi+\pi)=h(\varphi)$. The inverse Fourier transform of $h(\varphi)/k$ at $\mathbf r=r(\cos\theta,\sin\theta)$ is $h(\theta+\pi/2)/(2\pi r)$.*

**Proof.** Insert a damping factor $e^{-sk}$ and let $s\to0^+$ at the end. With $C=\cos(\varphi-\theta)$,

$$\int\!\frac{d^2k}{4\pi^2}\,\frac{h}{k}\,e^{i\mathbf k\cdot\mathbf r-sk}
=\frac1{4\pi^2}\int_0^{2\pi}\!\frac{h\,d\varphi}{s-irC}
=\frac1{4\pi^2}\int_0^{2\pi}\!\frac{s\,h\,d\varphi}{s^2+r^2C^2}.$$

The imaginary part dropped out because $C$ changes sign under $\varphi\to\varphi+\pi$ and $h$ does not. For small $s$ the integrand is concentrated at $\varphi=\theta\pm\pi/2$. Near each point $C^2\approx\eta^2$, where $\eta$ is the angular offset, and $\int s\,d\eta/(s^2+r^2\eta^2)=\pi/r$. The two points give $2\,(\pi/r)\,h(\theta+\pi/2)/(4\pi^2)$. $\blacksquare$

## Proof of the theorem

The transform of $-P\nabla\delta$ is $-iP\mathbf k$, parallel to $\mathbf k$, so $g_L$ alone is needed. By Lemma 2 the displacement transform is $-iP\mathbf k\,g_L/k$. The factor $i\mathbf k$ becomes a gradient, and Lemma 3 with constant $h$ turns $1/k$ into $1/(2\pi r)$:

$$\mathbf u_1=-Pg_L\nabla\frac1{2\pi r}=\frac{Pg_L}{2\pi}\frac{\mathbf r}{r^3}.$$

In two dimensions $\nabla\cdot(\mathbf r/r^3)=2/r^3-3/r^3=-1/r^3$. Lemma 1 then gives

$$W=-P\left(-\frac{Pg_L}{2\pi d^3}\right)=\frac{P^2g_L}{2\pi d^3}
=\frac{P^2(1-\nu^2)}{\pi Ed^3}.\qquad\blacksquare$$

For $P>0$ the surface moves outward, but by an amount that falls as $1/r^2$. The radial strain, proportional to $-2/r^3$, outweighs the hoop strain, proportional to $+1/r^3$. The second adatom, which would gain energy by expanding the surface, therefore sits on compressed ground. For two inward-pulling dipoles both signs reverse and the repulsion remains. For unequal dipoles the same steps replace $P^2$ by $P_1P_2$, so opposite signs attract.

**Remark (rows).** Let two long parallel rows, a distance $X$ apart, carry $n$ adatoms per length, with $X$ no smaller than the spacing $1/n$, so that each row acts nearly as a continuous line. Integrating over one row with $\int_{-\infty}^{\infty}dy\,(X^2+y^2)^{-3/2}=2/X^2$ gives $2n^2P^2(1-\nu^2)/(\pi EX^2)$ per length. The slower decay comes from summing over the row.

## Numbers for tungsten

Tungsten suits the theorem because its elasticity is nearly isotropic. I take the rough values $E=410$ GPa $=2559$ eV/nm³, $\nu=0.28$ and lattice spacing $a_0=0.316$ nm, and assume $P=5$ eV. Then

$$g_L=\frac{2(1-0.28^2)}{2559}=7.20\times10^{-4}\ \text{nm}^3/\text{eV},$$

$$Wd^3=\frac{5^2\times7.20\times10^{-4}}{2\pi}\ \text{eV nm}^3=2.87\ \text{meV nm}^3 .$$

At three spacings, $d=0.948$ nm, this gives $W=3.36$ meV, or $5.4\times10^{-22}$ J, and a force of about 11 meV/nm. One adatom displaces the surface at the other by 0.64 pm and changes its area by the fraction $-W/P=-6.7\times10^{-4}$. At 4, 6 and 10 spacings $W$ is 1.42, 0.42 and 0.09 meV.

At 300 K the thermal energy is 25.9 meV. In a dilute layer, the factor $e^{-W/k_BT}=0.88$ means that this elastic term alone makes a given pair of sites at three spacings 12% less likely to be occupied than without interaction.

## Remark 1: finite force arms

Suppose each adatom sits in a hollow of the (001) surface and pushes four neighbours at $(\pm h,\pm h)$, with $h=a_0/2$. The arm is 0.223 nm. Each force component is $P/(4h)$, so each force has magnitude 11.2 eV/nm.

To sum over these forces we need the displacement due to a point force. Apply Lemma 3 to each component of the response matrix, which has $g_L$ along $\mathbf k$ and $g_T$ across it. The relevant $\mathbf k$ is perpendicular to $\mathbf r$, so $g_T$ acts along $\mathbf r$ and $g_L$ across it:

$$G_{ab}=\frac{g_L(\delta_{ab}-\hat r_a\hat r_b)+g_T\hat r_a\hat r_b}{2\pi r}
=\frac{1+\nu}{\pi Er}\left[(1-\nu)\delta_{ab}+\nu\hat r_a\hat r_b\right].$$

The sum of $-F_aG_{ab}F'_b$ over the sixteen pairs of forces, with $\mathbf d$ along [100], gives 0.75, 0.92 and 0.97 of the point-dipole result at 3, 6 and 10 spacings.

The reduction can be derived. The transform of the four forces has $f_x=-iP\sin(k_xh)\cos(k_yh)/h$, and $f_y$ follows by exchanging $x$ and $y$. To order $h^2$,

$$\mathbf k\cdot\mathbf f=-iP\left[k^2-\frac{h^2}{6}\left(k^4+4k_x^2k_y^2\right)\right].$$

The part of $\mathbf f$ across $\mathbf k$ is of order $h^2$ and enters the energy squared, so it can be dropped. The transform of $W$ is $-g_L|\mathbf k\cdot\mathbf f|^2/k^3$, that is

$$-P^2g_L\left[k-\frac{h^2}{3}\,\frac{k^4+4k_x^2k_y^2}{k}\right].$$

In real space $k^2$ becomes $-\nabla^2$, and $\nabla^2r^{-n}=n^2r^{-n-2}$. Thus $k$ gives $-1/(2\pi r^3)$ and $k^4/k$ gives $9/(2\pi r^5)$. On the $x$ axis $\partial_y^2(1/r)=-1/x^3$, so $\partial_x^2\partial_y^2(1/r)=-12/x^5$. The correction bracket becomes $(9-48)/(2\pi d^5)$, and

$$W\approx\frac{P^2g_L}{2\pi d^3}\left(1-\frac{13h^2}{d^2}\right)\quad\text{along [100]}.$$

At ten spacings the factor is 0.968, in agreement with the sum. At three spacings it is 0.64 against 0.75, so higher orders matter there. The sign of the correction depends on direction: along [110] the same expansion gives $1+22h^2/d^2$, a stronger repulsion than that of point dipoles.

## Remark 2: crystal anisotropy

On a cubic (001) surface the longitudinal response is $g(\varphi)/k$. For the same isotropic dipoles the transform of $W$ is $-P^2k^2\,(g/k)$. Lemma 3 and $k^2\to-\nabla^2$ give

$$W=P^2\nabla^2\frac{g(\theta+\pi/2)}{2\pi r}\bigg|_{r=d}=\frac{P^2}{2\pi d^3}\,[g(\theta)+g''(\theta)],$$

where fourfold symmetry removed the shift by $\pi/2$. A term $\cos4\theta$ in $g$ is multiplied by $1-16=-15$, so a slight anisotropy of the response is strongly amplified.

I computed $g$ numerically: for 64 directions of $\mathbf k$ the elastic equations were solved as a matrix problem in depth, keeping the decaying solutions, and $g$ was expanded in a Fourier series. Rough constants $C_{11},C_{12},C_{44}=520,205,160$ GPa for tungsten have an anisotropy ratio $2C_{44}/(C_{11}-C_{12})=1.02$. $W$ is then 0.98 of its angular mean along [100] and 1.02 along [110]. Changes of a few percent in the constants can reverse this small difference, so only its smallness is meaningful.

For copper, with rough constants 170, 122 and 75 GPa, the ratio is 3.1. At fixed $P$ and $d$ the factors become $-0.82$ and $3.07$: in this model the adatoms *attract* along [100]. The isotropic theorem fails there even in sign.

## Remark 3: vertical moment and soft dipoles

An adatom may also have a vertical moment $P_{zz}$ just beneath the surface. Away from the other adatom's forces $\sigma_{zz}=0$, which in an isotropic solid means $\varepsilon_{zz}=-\nu(\varepsilon_{xx}+\varepsilon_{yy})/(1-\nu)$. The energy $-P(\varepsilon_{xx}+\varepsilon_{yy})-P_{zz}\varepsilon_{zz}$ then has the form of Lemma 1 with

$$P_{\rm eff}=P-\frac{\nu}{1-\nu}P_{zz}.$$

By reciprocity the same replacement holds for the source. Both steps require the depth of the vertical moment to be very small compared with $d$. An assumed $P_{zz}=2.5$ eV gives $P_{\rm eff}=4.03$ eV and lowers $W$ at three spacings from 3.36 to 2.18 meV.

If $P$ responds to areal strain with an assumed coefficient of 50 eV, the neighbour's strain changes it by $50\times6.7\times10^{-4}$ eV, or 0.7% of $P$. Treating $P$ as fixed is then a small error.

## Remark 4: interactions that are not elastic

**Electrostatic.** Model each adatom as a charge $q$ at height $t$ above a conductor. One charge feels the other and its image, so the energy is

$$\frac{q^2}{4\pi\varepsilon_0}\left[\frac1d-\frac1{\sqrt{d^2+4t^2}}\right]\approx\frac{2p^2}{4\pi\varepsilon_0d^3},\qquad p=qt\ll qd .$$

For an assumed $p=0.5$ debye this is 0.37 meV at three spacings, 11% of $W$. Both terms fall as $d^{-3}$, so the ratio does not change with distance.

**Surface electrons.** Let a partly filled two-dimensional band of mass $m$ be scattered by both adatoms. Let $G$ be its propagator between them and $T$ the scattering amplitude of one. For two spins, the pair part of the change in the number of states below $\varepsilon$ is $\Delta N=-(2/\pi)\,{\rm Im}\ln[1-(TG)^2]$. At zero temperature and fixed Fermi energy, the interaction energy is $\int^{\varepsilon_F}(\varepsilon-\varepsilon_F)\,d\Delta N$. Integration by parts turns this into $-\int^{\varepsilon_F}\Delta N\,d\varepsilon=(2/\pi)\,{\rm Im}\int^{\varepsilon_F}\ln[1-(TG)^2]\,d\varepsilon$. To leading order the logarithm is $-(TG)^2$. Here $G=-(im/2\hbar^2)H_0(kd)$, with $H_0=J_0+iY_0$, and the strongest s-wave scattering without loss to the bulk has $T=-2i\hbar^2/m$. Hence $(TG)^2=H_0^2$, whose imaginary part is $2J_0Y_0$. With $d\varepsilon=\hbar^2k\,dk/m$ and $\xi=kd$,

$$W_{\rm band}=-\frac{4\hbar^2}{\pi md^2}\int_0^{k_Fd}\xi J_0Y_0\,d\xi
\;\to\;\frac{2\hbar^2}{\pi^2md^2}\sin(2k_Fd),$$

because $J_0Y_0\to-\cos(2\xi)/(\pi\xi)$ at large $\xi$. No constant is left over: the exact integral from zero to $\xi$ is $\tfrac12\xi^2(J_0Y_0+J_1Y_1)$, and both products purely oscillate about zero at large $\xi$. For the free-electron mass the envelope at three spacings is 17 meV, five times $W$. It is a scale for that mass, neither a predicted value nor a strict bound: the estimate holds $T$ at its strongest value at every energy and takes $k_Fd$ large. For a contact scatterer whose $T$ varies with energy and reaches that value at the Fermi level, the full logarithm gives a magnitude of about 1.2 times the envelope at $k_Fd=2.4$ and 4, and about 1.8 times at $k_Fd=1$. A lighter band raises the envelope in proportion to $1/m$. It does show that a suitable surface band can outweigh the elastic term. At low temperature its slower $d^{-2}$ decay favours it further out; at higher temperature the smearing of the Fermi edge damps the oscillation at large $d$.

## The model beside a real surface

The elastic constants and lattice spacing above are rough inputs for tungsten, and their third figures carry no weight. The dipole of 5 eV is an assumed round value; since $W\propto P^2$, doubling it would quadruple the elastic energy if there is no vertical moment. At three spacings the point-dipole assumption is already strained: four-neighbour forces lower $W$ by 25% along [100], and at the same distance along [110] they raise it by even more. The assumed vertical moment, taken separately and placed just beneath the surface, lowers the point-dipole result by 35%. If it lies half a lattice spacing deep, its coupling to the other adatom's in-plane dipole at three spacings is only about half as strong. With the rough constants used, anisotropy matters by about 2%, in a direction those constants do not settle. The value of 3.4 meV thus illustrates the elastic contribution for an assumed dipole; it is not a prediction for a particular adatom. It is not the whole interaction of two real adatoms, which also contains the electronic terms of Remark 4.
